**Predictor-corrector Schrödinger-Poisson iteration: implied response and convergence**

The predictor shifts each subband energy by the local change of the Hartree potential energy V, which replaces the true static response −X(z,z′) by −D(z)δ(z−z′), with D = ∂n/∂μ. Here n is the electron density, μ the chemical potential and K the Poisson operator. For two-dimensional parabolic subbands 0 ≤ X ≤ 2D, so the linearized cycle (K+D)⁻¹(D−X) has all eigenvalues between −1 and 1. The program asserts the response formulas, D = ∂n/∂μ and the dominant eigenvalues of both the predictor-corrector and the plain cycle against finite differences. It also asserts the sum rule that the rows of X add up to D, the matrix bounds, the monotone rise of the inner Newton iterates, the short-wave limit, the stability of the sheet density under grid refinement, and a quantum-wire case where the factor-two bound fails. In the model well at 77 K the largest eigenvalue is 0.087, and 7 cycles from V = 0 bring the error below 10⁻⁶ meV. Linear mixing needs 109 cycles and the variant with one Newton step per cycle needs 8. The largest eigenvalue is 0.244 at 4 K and 0.029 at 300 K.

## Program and output

```python
"""Predictor-corrector Schrodinger-Poisson iteration for a quantum well.

Result under test: shifting each subband energy by the local potential change
inside the Poisson solve replaces the true static response -X(z,z') by the
local model -D(z) delta(z-z'), D = dn/dmu. For two-dimensional subbands
0 <= X <= 2D, so the linearized cycle (K+D)^(-1)(D-X) has all its
eigenvalues between -1 and 1.

Symbols: V Hartree potential energy, zero at both end planes; K = Poisson
operator, K V = n - donors; E, c = levels and orthonormal grid vectors;
N(E) = sheet density of a subband; f = Fermi function; g = subband density of
states; mu = 0 chemical potential. Energies in meV, lengths in nm.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, eigh_tridiagonal, solveh_banded
from scipy.special import expit

MEV = 1e-3 * const.e
HBAR2_ME = const.hbar**2 / const.m_e / MEV * 1e18            # meV nm^2
E2 = const.e**2 / (4 * np.pi * const.epsilon_0) / MEV * 1e9  # meV nm
KB = const.k / MEV                                          # meV / K
MASS, EPS, LENGTH, BARRIER, DOPING = 0.07, 13.0, 100.0, 200.0, 1e-3
WELL, DONORS = (40.0, 80.0), (20.0, 30.0)
G = MASS / (np.pi * HBAR2_ME)
KAPPA = EPS / (4 * np.pi * E2)


class Well:
    def __init__(self, h, temperature):
        self.h, self.kT = h, KB * temperature
        self.size = int(round(LENGTH / h)) - 1
        self.z = h * np.arange(1, self.size + 1)

        def slab(edges):
            return 0.5 * (np.sign(self.z - edges[0])
                          + np.sign(edges[1] - self.z))
        self.band = BARRIER * (1 - slab(WELL))
        self.donors = DOPING * slab(DONORS)
        self.K = KAPPA / h**2 * (2 * np.eye(self.size)
                                 - np.eye(self.size, k=1)
                                 - np.eye(self.size, k=-1))

    def N(self, E, mu=0.0):
        return G * self.kT * np.logaddexp(0, (mu - E) / self.kT)

    def gf(self, E):
        return G * expit(-E / self.kT)

    def levels(self, V):
        t = HBAR2_ME / (2 * MASS * self.h**2)
        return eigh_tridiagonal(2 * t + self.band + V,
                                -t * np.ones(self.size - 1))

    def density(self, V, mu=0.0):
        E, c = self.levels(V)
        return c**2 @ self.N(E, mu) / self.h

    def poisson_solve(self, D, rhs):
        """Solve (K + D) x = rhs."""
        bands = np.zeros((2, self.size))
        bands[0, 1:] = -KAPPA / self.h**2
        bands[1] = 2 * KAPPA / self.h**2 + D
        return solveh_banded(bands, rhs)

    def frozen_density(self, V, V_old, E, c):
        """Predictor density and minus its local derivative."""
        shifted = E[None, :] + (V - V_old)[:, None]
        weight = c**2 / self.h
        return ((weight * self.N(shifted)).sum(1),
                (weight * self.gf(shifted)).sum(1))

    def cycle(self, V_old, max_newton=100):
        """One Schrodinger solve and one nonlinear Poisson solve."""
        E, c = self.levels(V_old)
        V, steps = V_old.copy(), []
        for _ in range(max_newton):
            n, D = self.frozen_density(V, V_old, E, c)
            step = self.poisson_solve(D, n - self.donors - self.K @ V)
            V = V + step
            steps.append(step)
            if np.abs(step).max() < 1e-8:
                break
        if max_newton > 1:
            assert np.abs(steps[-1]).max() < 1e-8
        return V, steps

    def plain(self, V):
        return self.poisson_solve(0.0, self.density(V) - self.donors)

    def converge(self):
        path = [np.zeros(self.size)]
        for _ in range(100):
            path.append(self.cycle(path[-1])[0])
            if np.abs(path[-1] - path[-2]).max() < 1e-8:
                return path
        raise AssertionError("predictor-corrector did not converge")

    def response(self, V):
        """Exact X from perturbation theory, local D, levels, pair weights."""
        E, c = self.levels(V)
        N, gf = self.N(E), self.gf(E)
        dE = E[:, None] - E[None, :]
        trapezoid = 0.5 * (gf[:, None] + gf[None, :])
        close = np.abs(dE) < 1e-6 * self.kT
        w = np.where(close, trapezoid,
                     -(N[:, None] - N[None, :]) / np.where(close, 1.0, dE))
        X = np.empty((self.size, self.size))
        for i in range(self.size):
            P = c * c[i]
            X[i] = ((P @ w) * P).sum(1) / self.h
        return 0.5 * (X + X.T), c**2 @ gf / self.h, E, c, w, trapezoid


def cycles_needed(path, target, tol=1e-6):
    for k, V in enumerate(path):
        if np.abs(V - target).max() < tol:
            return k
    return None


def run_until(update, start, target, cap):
    V = start
    for k in range(1, cap + 1):
        V = update(V)
        if np.abs(V - target).max() < 1e-6:
            return str(k)
    return "not reached in %d" % cap


print("hbar^2/m_e = %.4f meV nm^2, e^2 = %.3f meV nm" % (HBAR2_ME, E2))
print("mass %.2f, permittivity %.0f, length %.0f nm, barrier %.0f meV"
      % (MASS, EPS, LENGTH, BARRIER))
print("well %.0f-%.0f nm, donors %.0f-%.0f nm at %.1e nm^-3"
      % (WELL + DONORS + (DOPING,)))
print("subband density of states g = %.4e /(meV nm^2)" % G)
print("Poisson constant eps/(4 pi e^2) = %.4e /(meV nm)" % KAPPA)

rng = np.random.default_rng(3)
saved = {}
for T in (4.0, 77.0, 300.0):
    well = Well(0.5, T)
    path = well.converge()
    V = path[-1]
    assert np.abs(well.plain(V) - V).max() < 1e-6
    X, D, E, c, w, trap = well.response(V)
    Dm, s = np.diag(D), 1e-3 * well.kT

    # exact and model responses against differences of the densities
    u = sum(rng.normal() * np.sin(m * np.pi * well.z / LENGTH)
            for m in range(1, 8))
    u /= np.abs(u).max()
    true = (well.density(V + s * u) - well.density(V - s * u)) / (2 * s)
    assert np.abs(true + X @ u).max() < 1e-4 * D.max()
    model = (well.frozen_density(V + s * u, V, E, c)[0]
             - well.frozen_density(V - s * u, V, E, c)[0]) / (2 * s)
    assert np.abs(model + D * u).max() < 1e-4 * D.max()
    dmu = (well.density(V, s) - well.density(V, -s)) / (2 * s)
    assert np.abs(dmu - D).max() < 1e-4 * D.max()
    assert np.abs(X.sum(1) - D).max() < 1e-8 * D.max()

    # mean-versus-trapezoid form of the model error, and the bounds
    pair = c.T @ (u[:, None] * c)
    form = well.h * (u @ X @ u - u @ (D * u))
    assert abs(form - ((w - trap) * pair**2).sum()) < 1e-8 * G
    ratio = (w / np.where(trap > 1e-12 * G, trap, np.inf)).max()
    assert ratio <= 2 + 1e-8
    assert np.linalg.eigvalsh(X)[0] > -1e-9 * D.max()
    assert np.linalg.eigvalsh(2 * Dm - X)[0] > -1e-9 * D.max()

    # predicted eigenvalues against the real nonlinear cycles
    lam, modes = eigh(Dm - X, well.K + Dm)
    assert -1 < lam[0] and lam[-1] < 1
    k = np.argmax(np.abs(lam))
    u = modes[:, k] / np.abs(modes[:, k]).max()
    slope = (well.cycle(V + s * u)[0] - well.cycle(V - s * u)[0]) / (2 * s)
    assert np.abs(slope - lam[k] * u).max() < 1e-4
    sl, modes = eigh(X, well.K)
    u = modes[:, -1] / np.abs(modes[:, -1]).max()
    slope = (well.plain(V + s * u) - well.plain(V - s * u)) / (2 * s)
    assert np.abs(slope + sl[-1] * u).max() < 1e-4 * max(1, sl[-1])

    sheet = well.h * well.density(V).sum()
    print("T = %.0f K: kT = %.4f meV, sheet density = %.4e nm^-2"
          % (T, well.kT, sheet))
    print("  cycles from V=0 to error 1e-6 meV: %d"
          % cycles_needed(path, V))
    print("  eigenvalues of predictor-corrector cycle: %.4f to %.4f"
          % (lam[0], lam[-1]))
    print("  largest mean/trapezoid ratio of level pairs: %.4f" % ratio)
    print("  plain iteration: s = %.3f, critical mixing = %.4f"
          % (sl[-1], 2 / (1 + sl[-1])))
    saved[T] = (well, path, X, D, E, sl[-1], sheet)

well, path, X, D, E, s_max, sheet = saved[77.0]
V = path[-1]
print("Details at 77 K")
print("  lowest levels (meV): " + ", ".join("%.3f" % e for e in E[:4]))
print("  their densities (nm^-2): "
      + ", ".join("%.3e" % x for x in well.N(E[:4])))
print("  lowest V = %.3f meV at z = %.1f nm"
      % (V.min(), well.z[V.argmin()]))
for k, old in enumerate(path[:9]):
    print("  error after cycle %d: %.3e meV" % (k, np.abs(old - V).max()))

# undamped Newton rises monotonically after its first step
for T in saved:
    test_well = saved[T][0]
    steps = test_well.cycle(np.zeros(test_well.size))[1]
    assert min(step.min() for step in steps[1:]) > -1e-7
    print("  Newton steps in first predictor at %.0f K: %d"
          % (T, len(steps)))

# all levels above mu: the local model never underestimates the response
X0, D0, E0 = well.response(np.zeros(well.size))[:3]
assert E0[0] > 0
assert np.linalg.eigvalsh(np.diag(D0) - X0)[0] > -1e-9 * D0.max()
lam0 = eigh(np.diag(D0) - X0, well.K + np.diag(D0), eigvals_only=True)
print("  at V=0 lowest level %.3f meV, cycle matrix %.1e to %.4f"
      % (E0[0], lam0[0], lam0[-1]))

# wavelength dependence of true response, local model and Poisson operator
n = well.density(V)
for m in (1, 5, 10, 20, 50):
    u = np.sin(m * np.pi * well.z / LENGTH)
    xx, dd, kk = u @ X @ u, u @ (D * u), u @ well.K @ u
    print("  wavelength %.0f nm: X/D = %.4f, D/K = %.4f, (D-X)/(K+D) = %.4f"
          % (2 * LENGTH / m, xx / dd, dd / kk, (dd - xx) / (kk + dd)))
q = 50 * np.pi / LENGTH
kinetic = HBAR2_ME / (MASS * well.h**2) * (1 - np.cos(q * well.h))
short_wave = 2 * (n @ u**2) / kinetic
print("  short-wave formula / computed X at 4 nm: %.4f" % (short_wave / xx))
assert abs(short_wave / xx - 1) < 0.1

# other iterations from the same start
alpha = 2 / (2 + s_max)
zero = np.zeros(well.size)
print("  linear mixing %.4f, cycles to 1e-6 meV: %s" % (alpha, run_until(
    lambda v: v + alpha * (well.plain(v) - v), zero, V, 500)))
print("  one Newton step per cycle, cycles to 1e-6 meV: %s" % run_until(
    lambda v: well.cycle(v, 1)[0], zero, V, 200))

# grid refinement
fine = Well(0.25, 77.0)
V_fine = fine.converge()[-1]
E_fine = fine.levels(V_fine)[0]
sheet_fine = fine.h * fine.density(V_fine).sum()
assert abs(sheet_fine / sheet - 1) < 0.02
print("  spacing 0.5 -> 0.25 nm: E1 changes %.4f meV, sheet density %.3f %%"
      % (E_fine[0] - E[0], 100 * (sheet_fine / sheet - 1)))

# quantum wire: -N' is not monotone and the factor-two bound fails
k_wire = np.linspace(0, 20, 40001)      # wave number, energies in units of kT


def wire(E_level):
    occ = expit(-E_level - k_wire**2)
    return (np.trapezoid(occ, k_wire) if hasattr(np, "trapezoid")
            else np.trapz(occ, k_wire)), \
           (np.trapezoid(occ * (1 - occ), k_wire)
            if hasattr(np, "trapezoid")
            else np.trapz(occ * (1 - occ), k_wire))


(low_N, low_slope), (high_N, high_slope) = wire(-100.0), wire(10.0)
wire_ratio = (low_N - high_N) / 110.0 / (0.5 * (low_slope + high_slope))
assert wire_ratio > 2
print("Wire, levels at mu-100kT and mu+10kT: mean/trapezoid = %.4f"
      % wire_ratio)
print("OK")
```

Running it gives:

```
hbar^2/m_e = 76.1996 meV nm^2, e^2 = 1439.965 meV nm
mass 0.07, permittivity 13, length 100 nm, barrier 200 meV
well 40-80 nm, donors 20-30 nm at 1.0e-03 nm^-3
subband density of states g = 2.9241e-04 /(meV nm^2)
Poisson constant eps/(4 pi e^2) = 7.1843e-04 /(meV nm)
T = 4 K: kT = 0.3447 meV, sheet density = 4.9965e-03 nm^-2
  cycles from V=0 to error 1e-6 meV: 10
  eigenvalues of predictor-corrector cycle: -0.0000 to 0.2436
  largest mean/trapezoid ratio of level pairs: 1.1566
  plain iteration: s = 14.783, critical mixing = 0.1267
T = 77 K: kT = 6.6353 meV, sheet density = 5.2030e-03 nm^-2
  cycles from V=0 to error 1e-6 meV: 7
  eigenvalues of predictor-corrector cycle: 0.0000 to 0.0866
  largest mean/trapezoid ratio of level pairs: 1.0585
  plain iteration: s = 10.633, critical mixing = 0.1719
T = 300 K: kT = 25.8520 meV, sheet density = 6.8312e-03 nm^-2
  cycles from V=0 to error 1e-6 meV: 5
  eigenvalues of predictor-corrector cycle: 0.0000 to 0.0287
  largest mean/trapezoid ratio of level pairs: 1.0000
  plain iteration: s = 5.865, critical mixing = 0.2913
Details at 77 K
  lowest levels (meV): -13.883, 4.849, 16.937, 35.577
  their densities (nm^-2): 4.285e-03, 7.627e-04, 1.455e-04, 9.083e-06
  lowest V = -152.132 meV at z = 25.0 nm
  error after cycle 0: 1.521e+02 meV
  error after cycle 1: 1.704e+00 meV
  error after cycle 2: 1.178e-01 meV
  error after cycle 3: 9.581e-03 meV
  error after cycle 4: 8.119e-04 meV
  error after cycle 5: 6.982e-05 meV
  error after cycle 6: 6.032e-06 meV
  error after cycle 7: 5.216e-07 meV
  error after cycle 8: 4.484e-08 meV
  Newton steps in first predictor at 4 K: 8
  Newton steps in first predictor at 77 K: 7
  Newton steps in first predictor at 300 K: 6
  at V=0 lowest level 2.869 meV, cycle matrix -1.0e-17 to 0.0486
  wavelength 200 nm: X/D = 0.9994, D/K = 9.8431, (D-X)/(K+D) = 0.0006
  wavelength 40 nm: X/D = 0.8925, D/K = 0.2257, (D-X)/(K+D) = 0.0198
  wavelength 20 nm: X/D = 0.6956, D/K = 0.0574, (D-X)/(K+D) = 0.0165
  wavelength 10 nm: X/D = 0.1799, D/K = 0.0135, (D-X)/(K+D) = 0.0110
  wavelength 4 nm: X/D = 0.0224, D/K = 0.0022, (D-X)/(K+D) = 0.0022
  short-wave formula / computed X at 4 nm: 0.9638
  linear mixing 0.1583, cycles to 1e-6 meV: 109
  one Newton step per cycle, cycles to 1e-6 meV: 8
  spacing 0.5 -> 0.25 nm: E1 changes -0.0067 meV, sheet density 0.026 %
Wire, levels at mu-100kT and mu+10kT: mean/trapezoid = 3.6328
OK
```
